# Determinant counts, orbital rotations and size consistency in restricted active spaces: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Restricted active space (RAS): determinant count, orbital rotations, size consistency.

Orbitals are split into RAS1, RAS2, RAS3 (sizes n1, n2, n3).  A determinant has
a holes in RAS1 and b electrons in RAS3; the space V(h,p) keeps a <= h, b <= p.
Results under test:
  * dim V(h,p) is a finite sum of products of six binomial coefficients;
  * a rotation between two subspaces leaves V invariant only if no allowed
    determinant can be moved out of V by an upward move between those subspaces;
  * the energy slope along a rotation K is 2 <Psi| H Q K |Psi>, Q = outside V;
  * for noninteracting fragments a global limit raises the energy above the sum
    of fragment energies when the fragments together need more than the limit;
  * for N copies the energy gained beyond sector (0,0) is at most
    2 v sqrt(N m) + w m, with m = h + p.
Energies are in hartree unless a label says otherwise.
"""
import math
from collections import Counter
from itertools import combinations, product

import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.sparse.linalg import eigsh
from pyscf import ao2mo, fci, gto, scf

rng = np.random.default_rng(7)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- determinants and operators from their definitions ----------
def strings(n, k):
    return [sum(1 << i for i in c) for c in combinations(range(n), k)]


def one_spin_moves(n, k):
    """Matrices of (create p)(annihilate q) among k-electron strings."""
    states = strings(n, k)
    index = {s: i for i, s in enumerate(states)}
    moves = np.zeros((n, n, len(states), len(states)))
    for s in states:
        for q in range(n):
            if not (s >> q) & 1:
                continue
            removed = s ^ (1 << q)
            sign_q = (-1) ** bin(s & ((1 << q) - 1)).count("1")
            for p in range(n):
                if (removed >> p) & 1:
                    continue
                sign_p = (-1) ** bin(removed & ((1 << p) - 1)).count("1")
                moves[p, q, index[removed | (1 << p)], index[s]] = sign_q * sign_p
    return moves


def excitation_operators(n, n_up, n_down):
    up, down = one_spin_moves(n, n_up), one_spin_moves(n, n_down)
    id_up, id_down = np.eye(up.shape[2]), np.eye(down.shape[2])
    return np.array([[np.kron(up[p, q], id_down) + np.kron(id_up, down[p, q])
                      for q in range(n)] for p in range(n)])


def holes_and_particles(space, n_up, n_down):
    """a and b of every determinant; space lists 1, 2 or 3 for each orbital."""
    n = len(space)

    def electrons(label):
        def per_string(k):
            return np.array([sum((s >> i) & 1 for i in range(n)
                                 if space[i] == label) for s in strings(n, k)])
        return np.add.outer(per_string(n_up), per_string(n_down)).ravel()
    return 2 * space.count(1) - electrons(1), electrons(3)


# ---------- derived counting formula and an orbital-by-orbital count ----------
def binomial(n, k):
    return math.comb(n, k) if 0 <= k <= n else 0


def sector_count(sizes, n_up, n_down, a, b):
    n1, n2, n3 = sizes
    total = 0
    for a_up in range(a + 1):
        for b_up in range(b + 1):
            a_dn, b_dn = a - a_up, b - b_up
            total += (binomial(n1, a_up) * binomial(n1, a_dn)
                      * binomial(n3, b_up) * binomial(n3, b_dn)
                      * binomial(n2, n_up - n1 + a_up - b_up)
                      * binomial(n2, n_down - n1 + a_dn - b_dn))
    return total


def ras_count(sizes, n_up, n_down, h, p):
    return sum(sector_count(sizes, n_up, n_down, a, b)
               for a in range(h + 1) for b in range(p + 1))


def count_by_filling(sizes, n_up, n_down, h, p):
    """Decide spin orbital by spin orbital whether it is filled."""
    table = Counter({(0, 0, 0, 0): 1})
    for label, size in zip((1, 2, 3), sizes):
        for _ in range(size):
            for spin in (0, 1):
                new = Counter()
                for (u, d, a, b), ways in table.items():
                    for filled in (0, 1):
                        key = (u + filled * (spin == 0), d + filled * (spin == 1),
                               a + (label == 1) * (1 - filled),
                               b + (label == 3) * filled)
                        if (key[0] <= n_up and key[1] <= n_down
                                and key[2] <= h and key[3] <= p):
                            new[key] += ways
                table = new
    return sum(w for (u, d, a, b), w in table.items() if (u, d) == (n_up, n_down))


def block_is_binding(sizes, n_up, n_down, h, p, source, target):
    """Can an upward move source -> target take an allowed determinant out of V?"""
    n1, n2, n3 = sizes
    for au, ad, bu, bd in product(range(n1 + 1), range(n1 + 1),
                                  range(n3 + 1), range(n3 + 1)):
        if au + ad > h or bu + bd > p:
            continue
        up = (n1 - au, n_up - n1 + au - bu, bu)
        down = (n1 - ad, n_down - n1 + ad - bd, bd)
        if not (0 <= up[1] <= n2 and 0 <= down[1] <= n2):
            continue
        leaves = au + ad + (source == 0) > h or bu + bd + (target == 2) > p
        if leaves and any(o[source] >= 1 and o[target] < sizes[target]
                          for o in (up, down)):
            return True
    return False


# ---------- test of count and of invariance on many small spaces ----------
operator_cache = {}
cases = exceptional = 0
for sizes in [(1, 2, 1), (2, 1, 1), (1, 1, 2), (2, 0, 2), (0, 2, 2), (2, 2, 1), (1, 3, 1)]:
    n = sum(sizes)
    space = [1] * sizes[0] + [2] * sizes[1] + [3] * sizes[2]
    for n_up, n_down in [(1, 0), (1, 1), (2, 1), (2, 2), (3, 2)]:
        key = (n, n_up, n_down)
        if key not in operator_cache:
            operator_cache[key] = excitation_operators(*key)
        E = operator_cache[key]
        holes, particles = holes_and_particles(space, n_up, n_down)
        for h, p in product(range(2 * sizes[0] + 1), range(2 * sizes[2] + 1)):
            inside = (holes <= h) & (particles <= p)
            assert inside.sum() == ras_count(sizes, n_up, n_down, h, p)
            if not inside.any():
                continue
            ins, out = np.flatnonzero(inside), np.flatnonzero(~inside)
            rank = 0
            if len(out):
                leak = np.array([(E[i, j] - E[j, i])[np.ix_(out, ins)].ravel()
                                 for i in range(n) for j in range(i)])
                rank = np.linalg.matrix_rank(leak, tol=1e-9)
            predicted = sum(sizes[s] * sizes[t]
                            for s, t in ((0, 1), (1, 2), (0, 2))
                            if block_is_binding(sizes, n_up, n_down, h, p, s, t))
            assert rank == predicted
            between = sizes[0] * sizes[1] + sizes[1] * sizes[2] + sizes[0] * sizes[2]
            cases += 1
            exceptional += predicted < between
assert 0 < exceptional < cases
print("small RAS spaces tested (count and invariance):", cases)
print("  of these, with some redundant inter-subspace rotation:", exceptional)

big = (7, 6, 7)
print("20 orbitals split 7/6/7, 10 up and 10 down electrons:")
for limit in range(5):
    number = ras_count(big, 10, 10, limit, limit)
    assert number == count_by_filling(big, 10, 10, limit, limit)
    print(f"  determinants for h = p = {limit}: {number}")
full = ras_count(big, 10, 10, 14, 14)
assert full == math.comb(20, 10) ** 2
print("  determinants without limits:", full)

# ---------- the fragment: linear H4 ----------
SPACING = 2.0
mol = gto.M(atom=[("H", (0.0, 0.0, SPACING * k)) for k in range(4)],
            unit="Bohr", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged
orbitals = mf.mo_coeff
h_frag = orbitals.T @ mf.get_hcore() @ orbitals
eri_frag = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), 4)
nuclear = mol.energy_nuc()
E4 = excitation_operators(4, 2, 2)


def fragment_hamiltonian(rotation):
    h1 = rotation.T @ h_frag @ rotation
    g = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_frag, rotation, rotation,
                  rotation, rotation, optimize=True)
    one_body = h1 - 0.5 * np.einsum("pqqs->ps", g)
    inner = np.tensordot(g, E4, axes=([2, 3], [0, 1]))
    H = np.tensordot(one_body, E4, axes=([0, 1], [0, 1]))
    H = H + 0.5 * np.matmul(E4, inner).sum(axis=(0, 1))
    return H + nuclear * np.eye(len(H))


def ground(H, mask):
    idx = np.flatnonzero(mask)
    values, vectors = np.linalg.eigh(H[np.ix_(idx, idx)])
    state = np.zeros(len(H))
    state[idx] = vectors[:, 0]
    return values[0], state


H4 = fragment_hamiltonian(np.eye(4))
holes4, parts4 = holes_and_particles([1, 2, 2, 3], 2, 2)
E_full = ground(H4, holes4 >= 0)[0]
E_pyscf = fci.direct_spin1.kernel(h_frag, eri_frag, 4, (2, 2))[0] + nuclear
assert abs(E_full - E_pyscf) < 1e-8
assert abs(H4[0, 0] - mf.e_tot) < 1e-8
print(f"H4 chain, STO-3G, spacing {SPACING:.1f} bohr; RAS sizes 1/2/1")
print("  determinants in sectors (a,b) = (0,0),(1,0),(0,1),(1,1):",
      *[sector_count((1, 2, 1), 2, 2, a, b) for a, b in ((0, 0), (1, 0), (0, 1), (1, 1))])
print("  determinants for h = p = 1:", ras_count((1, 2, 1), 2, 2, 1, 1),
      "; without limits:", len(H4))
print(f"  RHF energy {mf.e_tot:.8f} hartree; full CI {E_full:.8f} hartree")

# ---------- rotations: slopes, finite changes, rank at a state ----------
inside4 = (holes4 <= 1) & (parts4 <= 1)
pairs = [(i, j) for i in range(4) for j in range(i)]


def generator(i, j):
    K = np.zeros((4, 4))
    K[i, j], K[j, i] = 1.0, -1.0
    return K


random_K = rng.normal(size=(4, 4)) * 0.15
slopes = {}
for name, start in (("generic", expm(random_K - random_K.T)), ("RHF", np.eye(4))):
    H_start = fragment_hamiltonian(start)
    energy, psi = ground(H_start, inside4)
    for i, j in pairs:
        moved = (E4[i, j] - E4[j, i]) @ psi
        slope = 2 * psi @ H_start @ np.where(inside4, 0.0, moved)
        step = 2e-4
        ends = [ground(fragment_hamiltonian(start @ expm(t * generator(i, j))),
                       inside4)[0] for t in (step, -step)]
        assert abs((ends[0] - ends[1]) / (2 * step) - slope) < 1e-6
        slopes[name, i, j] = slope
assert max(abs(s) for s in slopes.values()) > 1e-4

E_ras, psi = ground(H4, inside4)
print("  rotations for h = p = 1 (orbital pair: slope in hartree/rad,")
print("  energy change in hartree at 0.1 rad):")
for i, j in pairs:
    change = ground(fragment_hamiltonian(expm(0.1 * generator(i, j))), inside4)[0] - E_ras
    if (i, j) == (2, 1):
        far = ground(fragment_hamiltonian(expm(0.7 * generator(i, j))), inside4)[0]
        assert abs(change) < 1e-10 and abs(far - E_ras) < 1e-10
    else:
        assert abs(change) > 1e-6
    kind = "within RAS2" if (i, j) == (2, 1) else "between"
    print(f"    {j + 1}-{i + 1} {kind}: {slopes['RHF', i, j] + 0.0:.6f}, {change:.3e}")


def leak_singular_values(state):
    columns = [((E4[i, j] - E4[j, i]) @ state)[~inside4] for i, j in pairs]
    return np.linalg.svd(np.array(columns).T, compute_uv=False)


reference = np.zeros(len(H4))
reference[0] = 1.0
leak_ground, leak_reference = leak_singular_values(psi), leak_singular_values(reference)
rank_ground = int((leak_ground > 1e-6).sum())
rank_reference = int((leak_reference > 1e-6).sum())
assert rank_ground == 5 and rank_reference == 0
print("  nonredundant directions at the RAS ground state:", rank_ground,
      "; at the RHF determinant:", rank_reference)
print(f"  smallest nonzero singular value at the ground state: {leak_ground[4]:.5f}")

# ---------- two noninteracting chains, all charge-transfer determinants kept ----------
strings8 = one_spin_moves(8, 4)
unit70 = sp.identity(70, format="csr")
h8, eri8 = np.zeros((8, 8)), np.zeros((8, 8, 8, 8))
local_pairs = []
for first in (0, 4):
    block = slice(first, first + 4)
    h8[block, block] = h_frag
    eri8[block, block, block, block] = eri_frag
    local_pairs += [(i, j) for i in range(first, first + 4) for j in range(first, first + 4)]
E8 = {}
for i, j in local_pairs:
    move = sp.csr_matrix(strings8[i, j])
    E8[i, j] = (sp.kron(move, unit70) + sp.kron(unit70, move)).tocsr()
one_body8 = h8 - 0.5 * np.einsum("pqqs->ps", eri8)
H8 = 2 * nuclear * sp.identity(4900, format="csr")
for i, j in local_pairs:
    inner = one_body8[i, j] * sp.identity(4900, format="csr")
    for r, s in local_pairs:
        if abs(eri8[i, j, r, s]) > 1e-13:
            inner = inner + 0.5 * eri8[i, j, r, s] * E8[r, s]
    H8 = H8 + E8[i, j] @ inner
H8 = H8.tocsr()


def lowest_sparse(H):
    if H.shape[0] <= 300:
        values, vectors = np.linalg.eigh(H.toarray())
    else:
        values, vectors = eigsh(H, k=1, which="SA", ncv=40, v0=rng.normal(size=H.shape[0]))
    return values[0], vectors[:, 0]


electrons_A = holes_and_particles([3] * 4 + [2] * 4, 4, 4)[1]


def pair_energy(mask):
    idx = np.flatnonzero(mask)
    value, vector = lowest_sparse(H8[idx][:, idx])
    neutral_weight = np.sum(vector[electrons_A[idx] == 4] ** 2)
    assert abs(neutral_weight - 1) < 1e-7
    return value


holes8, parts8 = holes_and_particles([1, 2, 2, 3] * 2, 4, 4)
holes_A, parts_A = holes_and_particles([1, 2, 2, 3] + [2] * 4, 4, 4)
holes_B, parts_B = holes_and_particles([2] * 4 + [1, 2, 2, 3], 4, 4)
print("two noninteracting H4 chains, global limits (energies in hartree):")
E_fragment, E_pair = {}, {}
for limit in (0, 1, 2):
    mask4 = (holes4 <= limit) & (parts4 <= limit)
    E_fragment[limit], state = ground(H4, mask4)
    mask8 = (holes8 <= limit) & (parts8 <= limit)
    assert mask8.sum() == ras_count((2, 4, 2), 4, 4, limit, limit)
    E_pair[limit] = pair_energy(mask8)
    error = E_pair[limit] - 2 * E_fragment[limit]
    weight_a = np.sum(state[holes4 == limit] ** 2)
    weight_b = np.sum(state[parts4 == limit] ** 2)
    if limit == 0:
        assert abs(error) < 1e-8
    else:
        assert weight_a > 1e-8 and weight_b > 1e-8 and error > 1e-6
    print(f"  h=p={limit}: {mask8.sum()} determinants, one chain {E_fragment[limit]:.8f},"
          f" pair {E_pair[limit]:.8f}")
    print(f"    pair minus twice one chain: {abs(error) if limit == 0 else error:.2e} hartree"
          f" = {(abs(error) if limit == 0 else error) * HARTREE_EV:.2e} eV")
    print(f"    chain weight at a={limit}: {weight_a:.3e}; at b={limit}: {weight_b:.3e}")

E_local = pair_energy((holes_A <= 1) & (holes_B <= 1) & (parts_A <= 1) & (parts_B <= 1))
assert abs(E_local - 2 * E_fragment[1]) < 1e-8
print(f"  limits 1,1 on each chain: pair {E_local:.8f} hartree")
E_one_sided = pair_energy((holes_A <= 1) & (parts_A <= 1))
assert abs(E_one_sided - E_fragment[1] - E_full) < 1e-8
print(f"  chain B wholly in RAS2, h=p=1: pair {E_one_sided:.8f} hartree")
overshoot = E_pair[2] - 2 * E_fragment[1]
assert overshoot < -1e-6
print(f"  pair with h=p=2 minus twice one chain with h=p=1: {overshoot:.6f} hartree")


# ---------- N noninteracting copies under one global limit ----------
def copies_energy(H, holes, particles, copies, h, p):
    keep = np.flatnonzero((holes <= h) & (particles <= p))
    H, holes, particles = H[np.ix_(keep, keep)], holes[keep], particles[keep]
    base = len(H)
    code = np.zeros(1, dtype=np.int64)
    a = np.zeros(1, dtype=np.int64)
    b = np.zeros(1, dtype=np.int64)
    for k in range(copies):
        code = (code[:, None] + np.arange(base, dtype=np.int64) * base ** k).ravel()
        a = (a[:, None] + holes).ravel()
        b = (b[:, None] + particles).ravel()
        allowed = (a <= h) & (b <= p)
        code, a, b = code[allowed], a[allowed], b[allowed]
    code = np.sort(code)
    rows, cols, values = [], [], []
    for k in range(copies):
        digit = (code // base ** k) % base
        for j in range(base):
            source = np.flatnonzero(digit == j)
            for i in np.flatnonzero(np.abs(H[:, j]) > 1e-11):
                target = code[source] + (int(i) - j) * base ** k
                place = np.minimum(np.searchsorted(code, target), len(code) - 1)
                found = code[place] == target
                rows.append(place[found])
                cols.append(source[found])
                values.append(np.full(found.sum(), H[i, j]))
    matrix = sp.csr_matrix((np.concatenate(values),
                            (np.concatenate(rows), np.concatenate(cols))),
                           shape=(len(code), len(code)))
    return lowest_sparse(matrix)[0]


low = np.flatnonzero((holes4 == 0) & (parts4 == 0))
high = np.flatnonzero(inside4 & (holes4 + parts4 > 0))
coupling = np.linalg.norm(H4[np.ix_(low, high)], 2)
dip = max(0.0, E_fragment[0] - np.linalg.eigvalsh(H4[np.ix_(high, high)])[0])
m = 2
print(f"N copies, h=p=1: coupling norm v = {coupling:.6f}, w = {dip:.6f} hartree, m = {m}")
previous = np.inf
for copies in range(1, 6):
    E_N = copies_energy(H4, holes4, parts4, copies, 1, 1)
    gain = copies * E_fragment[0] - E_N
    bound = 2 * coupling * math.sqrt(copies * m) + dip * m
    assert gain <= bound
    assert gain / copies < previous - 1e-7
    previous = gain / copies
    if copies == 1:
        assert abs(E_N - E_fragment[1]) < 1e-8
    if copies == 2:
        assert abs(E_N - E_pair[1]) < 1e-8
    print(f"  N={copies}: gain/N {gain / copies:.6f}, bound/N {bound / copies:.6f},"
          f" error {E_N - copies * E_fragment[1]:.6f} hartree")

g = 0.1
two_level = np.array([[0.0, g], [g, 0.0]])
print(f"degenerate two-level fragments, coupling g = {g} hartree, h=1, p=0:")
for copies in (4, 16, 36):
    gain = -copies_energy(two_level, np.array([0, 1]), np.array([0, 0]), copies, 1, 0)
    assert abs(gain - g * math.sqrt(copies)) < 1e-10
    additive = -copies * np.linalg.eigvalsh(two_level)[0]
    print(f"  N={copies}: gain {gain:.4f}, additive value {additive:.4f} hartree")

print("finished without a failed check")
```

Running it gives:

```
small RAS spaces tested (count and invariance): 379
  of these, with some redundant inter-subspace rotation: 236
20 orbitals split 7/6/7, 10 up and 10 down electrons:
  determinants for h = p = 0: 400
  determinants for h = p = 1: 70050
  determinants for h = p = 2: 3014152
  determinants for h = p = 3: 52963632
  determinants for h = p = 4: 472025254
  determinants without limits: 34134779536
H4 chain, STO-3G, spacing 2.0 bohr; RAS sizes 1/2/1
  determinants in sectors (a,b) = (0,0),(1,0),(0,1),(1,1): 4 4 4 10
  determinants for h = p = 1: 22 ; without limits: 36
  RHF energy -2.07524283 hartree; full CI -2.15100714 hartree
  rotations for h = p = 1 (orbital pair: slope in hartree/rad,
  energy change in hartree at 0.1 rad):
    1-2 between: -0.000000, 6.396e-04
    1-3 between: -0.002860, -1.095e-03
    2-3 within RAS2: 0.000000, 2.220e-15
    1-4 between: 0.000000, -2.860e-03
    2-4 between: -0.000263, -9.102e-04
    3-4 between: -0.000000, 7.556e-04
  nonredundant directions at the RAS ground state: 5 ; at the RHF determinant: 0
  smallest nonzero singular value at the ground state: 0.00219
two noninteracting H4 chains, global limits (energies in hartree):
  h=p=0: 36 determinants, one chain -2.10107996, pair -4.20215992
    pair minus twice one chain: 0.00e+00 hartree = 0.00e+00 eV
    chain weight at a=0: 1.000e+00; at b=0: 1.000e+00
  h=p=1: 644 determinants, one chain -2.13280519, pair -4.26434777
    pair minus twice one chain: 1.26e-03 hartree = 3.44e-02 eV
    chain weight at a=1: 1.973e-02; at b=1: 1.939e-02
  h=p=2: 2694 determinants, one chain -2.15100714, pair -4.30014134
    pair minus twice one chain: 1.87e-03 hartree = 5.10e-02 eV
    chain weight at a=2: 8.980e-03; at b=2: 6.346e-03
  limits 1,1 on each chain: pair -4.26561039 hartree
  chain B wholly in RAS2, h=p=1: pair -4.28381234 hartree
  pair with h=p=2 minus twice one chain with h=p=1: -0.034531 hartree
N copies, h=p=1: coupling norm v = 0.360372, w = 0.000000 hartree, m = 2
  N=1: gain/N 0.031725, bound/N 1.019285, error -0.000000 hartree
  N=2: gain/N 0.031094, bound/N 0.720744, error 0.001263 hartree
  N=3: gain/N 0.030510, bound/N 0.588485, error 0.003644 hartree
  N=4: gain/N 0.029968, bound/N 0.509643, error 0.007027 hartree
  N=5: gain/N 0.029463, bound/N 0.455838, error 0.011313 hartree
degenerate two-level fragments, coupling g = 0.1 hartree, h=1, p=0:
  N=4: gain 0.2000, additive value 0.4000 hartree
  N=16: gain 0.4000, additive value 1.6000 hartree
  N=36: gain 0.6000, additive value 3.6000 hartree
finished without a failed check
```
